# Nuclear stopping cross section from differences of adjacent phase shifts, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a scattered wave to an energy loss

### 1. One wave, then two

An ion of mass $M_1$ and speed $v$ meets a free atom of mass $M_2$ at rest. They repel through a potential $V(r)$ of short range and separate without internal excitation. How much energy does the atom receive on average?

Let the collision be so slow that the potential affects just the $l=0$ part of the relative motion. The scattering is then isotropic in the centre-of-mass frame. With $k$ the relative wave number and $\delta_0$ the phase shift, the cross section is $(4\pi/k^2)\sin^2\delta_0$. Section 2 will show that scattering through the centre-of-mass angle $\theta$ gives the atom the energy

$$T=\frac{\hbar^2k^2}{M_2}(1-\cos\theta).$$

In isotropic scattering $\cos\theta$ averages to zero, so the mean transfer is $\hbar^2k^2/M_2$. Multiplying it by the cross section gives

$$S=\frac{\hbar^2k^2}{M_2}\,\frac{4\pi}{k^2}\sin^2\delta_0=\frac{4\pi\hbar^2}{M_2}\sin^2\delta_0 .$$

The factor $k^2$ has cancelled. The energy dependence that remains sits in the phase shift.

Now admit a second wave, $l=1$. Write $a_l=e^{i\delta_l}\sin\delta_l$. The scattering amplitude, derived in Section 3, is

$$f=\frac1k\,(a_0+3a_1\cos\theta).$$

We need the integral of $(1-\cos\theta)|f|^2$ over solid angle. The squared modulus is

$$k^2|f|^2=|a_0|^2+9|a_1|^2\cos^2\theta+6\cos\theta\,\mathrm{Re}(a_0^*a_1).$$

Over the sphere, $\cos^2\theta$ integrates to $4\pi/3$, and odd powers of $\cos\theta$ integrate to zero. The "1" in $1-\cos\theta$ therefore gives $4\pi(|a_0|^2+3|a_1|^2)$. The term $-\cos\theta$ picks out the interference and gives $-8\pi\,\mathrm{Re}(a_0^*a_1)$. Together,

$$k^2\!\int(1-\cos\theta)|f|^2d\Omega
=4\pi\left[|a_0|^2+3|a_1|^2-2\,\mathrm{Re}(a_0^*a_1)\right]
=4\pi\left[|a_0-a_1|^2+2|a_1|^2\right].$$

Section 5 shows that $|a_0-a_1|^2=\sin^2(\delta_0-\delta_1)$. Since $\delta_2=0$ here, the last term is $2\sin^2(\delta_1-\delta_2)$. The pattern is a weight $l+1$ times the squared sine of the difference between neighbouring phase shifts. The general statement is

$$\boxed{S=\frac{4\pi\hbar^2}{M_2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1})}\tag{1}$$

It holds for elastic, non-relativistic scattering of distinguishable particles by a screened central potential, with the target free and initially at rest. "Screened" means that $V$ falls off exponentially at large $r$.

### 2. What is being averaged

Let the target contain $N$ atoms per unit volume, met independently and at random impact parameters. In a path $dx$ the expected number of collisions with outcome in $d\sigma$ is $N\,dx\,d\sigma$. Each costs the ion the energy $T$, so

$$-\frac{dE}{dx}=NS,\qquad S=\int T\,d\sigma .\tag{2}$$

$S$ is an energy times an area. It is called the nuclear stopping cross section because the energy goes into motion of the target atom as a whole, whose mass is nearly all in the nucleus. The force itself is the screened electrostatic force between atoms.

To find $T$, define the reduced mass and relative wave number by

$$\mu=\frac{M_1M_2}{M_1+M_2},\qquad \hbar k=\mu v .$$

In the centre-of-mass frame the ion arrives with momentum $\hbar k\hat{\mathbf z}$ and the atom with $-\hbar k\hat{\mathbf z}$. An elastic collision leaves the magnitudes unchanged, so afterwards the momenta are $\hbar k\hat{\mathbf n}$ and $-\hbar k\hat{\mathbf n}$, with $\hat{\mathbf n}\cdot\hat{\mathbf z}=\cos\theta$. The atom's momentum has changed by $\hbar k(\hat{\mathbf z}-\hat{\mathbf n})$.

A change of momentum is the same in every frame moving at constant velocity. In the laboratory the atom began at rest, so this change is its whole final momentum. Its kinetic energy is

$$T=\frac{\hbar^2k^2|\hat{\mathbf z}-\hat{\mathbf n}|^2}{2M_2}
=\frac{\hbar^2k^2(2-2\cos\theta)}{2M_2}
=\frac{\hbar^2k^2}{M_2}(1-\cos\theta).\tag{3}$$

To connect this with the ion energy $E=M_1v^2/2$, insert $\hbar k=\mu v$:

$$\frac{\hbar^2k^2}{M_2}=\frac{M_1^2M_2v^2}{(M_1+M_2)^2}
=\frac{2M_1M_2}{(M_1+M_2)^2}E=\frac{\gamma E}{2},
\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.\tag{4}$$

Hence $T=\gamma E\sin^2(\theta/2)$. Its largest value, $\gamma E$, belongs to backward scattering in the centre-of-mass frame.

With $d\sigma=|f|^2d\Omega$, equations (2)–(4) give

$$S=\frac{\gamma E}{2}\,\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int(1-\cos\theta)|f(\theta)|^2d\Omega .\tag{5}$$

The quantity $\sigma_{\rm tr}$ is the transport cross section. Its weight $1-\cos\theta$ suppresses small-angle scattering, which transfers little energy.

### 3. The amplitude in partial waves

For relative motion with angular momentum $l$, write the radial function as $u_l(r)/r$. The Schrödinger equation becomes

$$u_l''+\left[k^2-U(r)-\frac{l(l+1)}{r^2}\right]u_l=0,\qquad U=\frac{2\mu V}{\hbar^2}.\tag{6}$$

The solution that vanishes at the origin is real up to a constant. Far outside the potential it has the form

$$u_l\propto\sin\left(kr-\frac{l\pi}{2}+\delta_l\right).\tag{7}$$

This defines $\delta_l$ up to a multiple of $\pi$, since adding $\pi$ changes the overall sign of $u_l$. With $V=0$ we have $\delta_l=0$. A repulsive potential pushes the wave outwards and makes $\delta_l$ negative, when it is followed continuously from zero potential.

Next we need the plane wave in the same language. Put $x=\cos\theta$ and expand $e^{ikrx}$ in Legendre polynomials. They are orthogonal on $[-1,1]$, with $\int_{-1}^1P_l^2dx=2/(2l+1)$, so

$$e^{ikrx}=\sum_l\frac{2l+1}{2}P_l(x)\int_{-1}^{1}P_l(y)e^{ikry}dy .$$

Integrate once by parts. The remaining integral is smaller by a further power of $1/(kr)$. Using $P_l(1)=1$ and $P_l(-1)=(-1)^l$, at large $r$,

$$e^{ikz}\to\sum_l(2l+1)P_l(x)\,\frac{e^{ikr}-(-1)^le^{-ikr}}{2ikr}.\tag{8}$$

The potential can alter the outgoing spherical waves, but the incoming ones are fixed by the beam. Multiply the sine in (7) by $i^le^{i\delta_l}$:

$$i^le^{i\delta_l}\sin\left(kr-\frac{l\pi}{2}+\delta_l\right)
=\frac{e^{2i\delta_l}e^{ikr}-(-1)^le^{-ikr}}{2i}.$$

Its incoming part agrees with (8). The full wave is therefore (8) with $e^{ikr}$ replaced by $e^{2i\delta_l}e^{ikr}$. Subtracting the plane wave leaves $f(\theta)e^{ikr}/r$, where

$$f=\frac1k\sum_l(2l+1)a_lP_l(\cos\theta),\qquad
a_l=\frac{e^{2i\delta_l}-1}{2i}=e^{i\delta_l}\sin\delta_l .\tag{9}$$

The incident flux is $\hbar k/\mu$ per unit area. The scattered flux through $r^2d\Omega$ is $(\hbar k/\mu)|f|^2d\Omega$. Their ratio is $d\sigma=|f|^2d\Omega$, as used in (5).

### 4. The angular integral couples neighbours

The "1" in $1-\cos\theta$ gives the total cross section. By orthogonality,

$$\int|f|^2d\Omega=\frac{2\pi}{k^2}\sum_l(2l+1)^2|a_l|^2\frac{2}{2l+1}
=\frac{4\pi}{k^2}\sum_l(2l+1)|a_l|^2 .\tag{10}$$

For the $\cos\theta$ term we need $x$ times a Legendre polynomial. Start from the generating function $G=(1-2xt+t^2)^{-1/2}=\sum_lP_lt^l$. Differentiation with respect to $t$ gives $(1-2xt+t^2)\,\partial_tG=(x-t)G$. Equating the coefficients of $t^l$,

$$(l+1)P_{l+1}-2xlP_l+(l-1)P_{l-1}=xP_l-P_{l-1},$$

and therefore

$$(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}.\tag{11}$$

Multiplication by $x$ moves $l$ by one unit, up or down. The integral with $P_{l+1}$ is

$$\int_{-1}^{1}xP_lP_{l+1}dx=\frac{l+1}{2l+1}\,\frac{2}{2l+3},$$

and integrals between polynomials that are not neighbours vanish. In $|f|^2$ each neighbouring pair appears twice, as $a_l^*a_{l+1}$ and as its complex conjugate. The factors $(2l+1)(2l+3)$ from the amplitudes cancel the denominator, so

$$\int\cos\theta\,|f|^2d\Omega
=\frac{2\pi}{k^2}\sum_l2(l+1)\,2\,\mathrm{Re}(a_l^*a_{l+1})
=\frac{8\pi}{k^2}\sum_l(l+1)\mathrm{Re}(a_l^*a_{l+1}).\tag{12}$$

### 5. Completing the square

The weights in (10) and (12) differ. To match them, split $2l+1=(l+1)+l$. With the sum cut at $l=L$,

$$\sum_{l=0}^{L}(2l+1)|a_l|^2
=\sum_{l=0}^{L}(l+1)|a_l|^2+\sum_{l=1}^{L}l|a_l|^2 .$$

Rename $l\to l+1$ in the second sum, which then runs from $0$ to $L-1$ with weight $l+1$. Separate the last term of the first sum:

$$\sum_{l=0}^{L}(2l+1)|a_l|^2
=\sum_{l=0}^{L-1}(l+1)\left(|a_l|^2+|a_{l+1}|^2\right)+(L+1)|a_L|^2 .\tag{13}$$

The boundary term vanishes as $L\to\infty$ if $a_L$ falls fast enough. Screening ensures this. At large $l$ the centrifugal barrier keeps the wave out of the strong part of the potential, and to first order in what remains

$$\delta_l\simeq-k\int_0^\infty U(r)\,j_l(kr)^2r^2dr,$$

where $j_l$ is the spherical Bessel function. This follows from comparing (6) with the free equation for $w=kr\,j_l(kr)$. The two equations give $(u'w-uw')'=Uuw$. Integrate from $0$ to $\infty$ with $u$ and $w$ of unit amplitude at infinity. The left side becomes $-k\sin\delta_l$, and setting $u\simeq w$ on the right gives the result.

Now split the integral at $r=l/(2k)$. Inside, $|j_l(x)|\le x^l/(2l+1)!!$ makes the Bessel factor exponentially small in $l$. Outside, $U$ is exponentially small. The phase shift therefore falls exponentially with $l$, and $(L+1)|a_L|^2\to0$.

Subtract (12) from (10), using (13):

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)
\left[|a_l|^2+|a_{l+1}|^2-2\,\mathrm{Re}(a_l^*a_{l+1})\right]
=\frac{4\pi}{k^2}\sum_l(l+1)|a_l-a_{l+1}|^2 .$$

The constant $-1$ in (9) cancels in the difference:

$$a_l-a_{l+1}=\frac{e^{2i\delta_l}-e^{2i\delta_{l+1}}}{2i}
=e^{i(\delta_l+\delta_{l+1})}\sin(\delta_l-\delta_{l+1}).$$

Its squared modulus is $\sin^2(\delta_l-\delta_{l+1})$, because the phase shifts are real. Thus

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}).\tag{14}$$

Multiplication by $\hbar^2k^2/M_2=\gamma E/2$ gives (1).

The rearrangement was tested with fifteen arbitrary phases between $-3$ and $3$. Direct angular integration of $T|f|^2$ agreed with (1) to a relative difference of $1.6\times10^{-14}$.

### 6. What the formula says, and when it fails

Adding $\pi$ to any single phase shift leaves (1) unchanged, as the ambiguity in (7) requires. Reversing the sign of every phase shift also leaves $S$ unchanged. A phase common to two neighbouring waves drops out of their term, so energy loss measures how the phase shift varies with angular momentum.

Real phase shifts were needed in the last step. If the collision can excite electrons, flux leaves the elastic channel, $|e^{2i\delta_l}|$ falls below one, and the excitation energy must also be added to $T$. For identical particles the amplitude must be symmetrized, and ion and recoil cannot be told apart. Equation (1) does not cover either case.

A weak potential provides a check in which the angular distribution is known without phase shifts. Take $U=(g/a^2)e^{-r^2/a^2}$ with small $g$. The outgoing solution of $(\nabla^2+k^2)\psi=U\psi$ is

$$\psi(\mathbf r)=e^{ikz}-\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}U(r')\psi(\mathbf r')d^3r'.$$

At large $r$ use $|\mathbf r-\mathbf r'|\simeq r-\hat{\mathbf n}\cdot\mathbf r'$ in the exponent, and to first order replace $\psi$ by the plane wave. With $q^2=2k^2(1-\cos\theta)$ the Fourier integral of the Gaussian gives

$$f_B=-\frac{1}{4\pi}\int U e^{i\mathbf q\cdot\mathbf r}d^3r=-\frac{g\sqrt\pi\,a}{4}\,e^{-q^2a^2/4}.$$

For $g=0.02$ and $ka=2$, phase shifts were obtained by integrating (6), and the sum (14) was averaged over $\pm g$ to remove the term of order $g^3$. It differed from the angular integral of $(1-\cos\theta)|f_B|^2$ by a relative $3.4\times10^{-5}$. Most of this is error of the numerical integration; a more accurate integration of (6) leaves $3\times10^{-6}$.

## Second half: classical limit and an arsenic implant

### 7. Symbols and results carried over

An ion ($M_1$, energy $E$, speed $v$) strikes a free atom ($M_2$) at rest. The reduced mass is $\mu$, the relative wave number is $k=\mu v/\hbar$, and $U=2\mu V/\hbar^2$. The phase shifts $\delta_l$ belong to the relative motion, and $a_l=(e^{2i\delta_l}-1)/(2i)$. Scattering through the centre-of-mass angle $\theta$ transfers $T=\gamma E\sin^2(\theta/2)$, with $\gamma=4M_1M_2/(M_1+M_2)^2$. The first half showed that

$$S=\frac{\gamma E}{2}\sigma_{\rm tr}
=\frac{4\pi\hbar^2}{M_2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}),
\qquad\frac{\hbar^2k^2}{M_2}=\frac{\gamma E}{2}.$$

We also need the energy of relative motion, $E_{\rm cm}=\mu v^2/2=EM_2/(M_1+M_2)$. It satisfies $U/k^2=V/E_{\rm cm}$.

For elastic scattering by a screened central potential, the mean energy loss has been reduced to a sum over differences between neighbouring phase shifts, equation (1). It remains to find the classical limit of this sum and to evaluate it for an arsenic implant.
